# Regge Symmetries of 3j and 6j Symbols and Gap-Free Tables: a numerical check

```python
"""Regge symmetries of 3j and 6j symbols, and gap-free tables built on them.

Result under test
  3j: the square R with rows (J-2j_i), (j_i+m_i), (j_i-m_i), J=j1+j2+j3, obeys
      det(X)^J/(J! sqrt((J+1)!)) = sum_R 3j(R) prod X^R/sqrt(R!),
      so 72 row/column permutations and transpositions keep 3j up to (-1)^J.
  6j: a function of four triad sums T and three quadrilateral sums Q that is
      symmetric in the T and in the Q: 4! 3! = 144 symmetries.
Reference values come from the definitions: the 3j tensor is the normalized
null vector of the total raising operator, and 6j is the sum of four 3j's.
Spins are stored doubled (integers). A square is a flat tuple of nine integers.
"""
from fractions import Fraction
from functools import lru_cache
from itertools import combinations_with_replacement, permutations, product
from math import comb, factorial, prod, sqrt
import random
import numpy as np
import sympy
from scipy.special import eval_legendre

TOL = 1e-10  # double-precision null vectors of matrices below size 100


# ---------- reference values from the definitions ----------
@lru_cache(maxsize=None)
def invariant_tensor(tj):
    """3j symbols of one triad as a tensor with indices j_i+m_i."""
    J = sum(tj) // 2
    dims = [range(t + 1) for t in tj]
    states = [s for s in product(*dims) if sum(s) == J]
    raised = {s: n for n, s in enumerate(
        s for s in product(*dims) if sum(s) == J + 1)}
    assert len(raised) == len(states) - 1      # exactly one invariant
    raising = np.zeros((len(states), len(states)))
    for col, s in enumerate(states):
        for i in range(3):
            if s[i] < tj[i]:
                up = list(s)
                up[i] += 1
                raising[raised[tuple(up)], col] += sqrt(
                    (tj[i] - s[i]) * (s[i] + 1))
    null = np.linalg.svd(raising)[2][-1]
    tensor = np.zeros([t + 1 for t in tj])
    for value, s in zip(null, states):
        tensor[s] = value
    # Condon-Shortley phase at m1=j1, m3=-j3
    wanted = (-1) ** ((tj[0] - tj[1] + tj[2]) // 2)
    return tensor * wanted * np.sign(tensor[tj[0], J - tj[0], 0])


def three_j_def(R):
    J = sum(R[:3])
    return invariant_tensor(tuple(J - k for k in R[:3]))[R[3:6]]


def phase(t):
    return (-1.0) ** (t - np.arange(t + 1))    # (-1)^(j-m)


def six_j_def(t):
    j1, j2, j3, j4, j5, j6 = t
    A = invariant_tensor((j1, j2, j3))[::-1, ::-1, ::-1]
    A = A * phase(j1)[:, None, None] * phase(j2)[:, None] * phase(j3)
    B = invariant_tensor((j1, j5, j6))[:, ::-1, :]
    B = B * phase(j5)[:, None] * phase(j6)
    C = invariant_tensor((j4, j2, j6))[:, :, ::-1] * phase(j4)[:, None, None]
    D = invariant_tensor((j4, j5, j3))[::-1, :, :]
    left = np.tensordot(A, B, axes=(0, 0))     # indices 2,3,5,6
    right = np.tensordot(C, D, axes=(0, 0))    # indices 2,6,5,3
    return float(np.sum(left * right.transpose(0, 3, 2, 1)))


# ---------- squares and their 72 operations ----------
def all_squares(largest):
    found = []
    for a, b, c, d in product(range(largest + 1), repeat=4):
        for J in range(3 * largest + 1):
            R = (a, b, J-a-b, c, d, J-c-d, J-a-c, J-b-d, a+b+c+d-J)
            if min(R) >= 0 and max(R) <= largest:
                found.append(R)
    return found


def is_odd(p):
    return ((p[0] > p[1]) + (p[0] > p[2]) + (p[1] > p[2])) % 2


operations, classical = [], []
for rows, cols in product(permutations(range(3)), repeat=2):
    odd = (is_odd(rows) + is_odd(cols)) % 2
    direct = tuple(3 * r + c for r in rows for c in cols)
    flipped = tuple(3 * r + c for c in cols for r in rows)
    operations += [(direct, odd), (flipped, odd)]
    if rows[0] == 0:
        classical.append((direct, odd))
assert len({op for op, _ in operations}) == 72 and len(classical) == 12


def image(R, op):
    return tuple(R[i] for i in op)


def half(n):
    return str(n // 2) if n % 2 == 0 else f"{n}/2"


def show_3j(R):
    J = sum(R[:3])
    top = " ".join(half(J - k) for k in R[:3])
    low = " ".join(half(R[3 + i] - R[6 + i]) for i in range(3))
    return f"({top}; {low})"


# Generating function and norm of the invariant polynomials
X = sympy.symbols("x0:9")
determinant = sympy.Poly(sympy.Matrix(3, 3, X).det(), *X)
small_squares = [R for R in all_squares(5) if sum(R[:3]) <= 5]
for J in range(1, 6):
    coefficient = {R: int(c) for R, c in (determinant ** J).terms()}
    norms = {}
    for R in (R for R in small_squares if sum(R[:3]) == J):
        c = coefficient.pop(R, 0)
        predicted = c * sqrt(prod(map(factorial, R))) / (
            factorial(J) * sqrt(factorial(J + 1)))
        assert abs(predicted - three_j_def(R)) < TOL
        k_fact = prod(map(factorial, R[:3]))
        term = Fraction(c * k_fact, factorial(J)) ** 2
        norms[R[:3]] = norms.get(R[:3], 0) + term * prod(
            map(factorial, R[3:]))
    assert not coefficient                     # no other monomials occur
    for k, norm in norms.items():
        assert norm == factorial(J + 1) * prod(map(factorial, k))

# The 72 symmetries on reference values, and a brute-force orbit count
M = 4
squares = all_squares(M)
reference = {R: three_j_def(R) for R in squares}
orbits_3j = set()
for R in squares:
    sign = (-1) ** sum(R[:3])
    images = [(image(R, op), odd) for op, odd in operations]
    for S, odd in images:
        assert abs(reference[S] - (sign if odd else 1) * reference[R]) < TOL
    orbits_3j.add(min(S for S, _ in images))


# ---------- compact 3j table ----------
def sum_3j(a, b):
    """Single-sum formula for a square whose cells are a_i+b_k."""
    J = sum(a) + sum(b)
    total = Fraction(0)
    for z in range(-min(a), min(b) + 1):
        sign = -1 if (sum(b) - 3 * z) % 2 else 1
        total += Fraction(sign, prod(factorial(x + z) for x in a)
                          * prod(factorial(y - z) for y in b))
    cells = prod(factorial(x + y) for x in a for y in b)
    return sqrt(cells / factorial(J + 1)) * float(total)


def key_3j(R):
    a = sorted((R[0], R[5], R[7]))
    b = sorted((0, R[8] - R[0], R[4] - R[0]))
    da, db = (a[2] - a[0], a[1] - a[0]), (b[2] - b[0], b[1] - b[0])
    return a[0] + b[0], max(da, db), min(da, db), da < db


def count_3j(largest):
    fixed = sum((P + 1) * (largest - 2 * P + 1)
                for P in range(largest // 2 + 1))
    return (comb(largest + 5, 5) + fixed) // 2


block_start, table_3j = {}, []
for largest in range(M + 1):
    for E in range(largest + 1):
        for P2 in range((largest - E) // 2 + 1):
            P1 = largest - E - P2
            block_start[E, P1, P2] = len(table_3j)
            for q1 in range(P1 + 1):
                for q2 in range((q1 if P1 == P2 else P2) + 1):
                    table_3j.append(sum_3j((0, q1, P1), (E, E+q2, E+P2)))


def address_3j(R):
    E, (P1, q1), (P2, q2), _ = key_3j(R)
    local = q1 * (q1 + 1) // 2 if P1 == P2 else q1 * (P2 + 1)
    return block_start[E, P1, P2] + local + q2


def lookup_3j(R):
    sign = -1 if key_3j(R)[3] and sum(R[:3]) % 2 else 1
    return sign * table_3j[address_3j(R)]


assert len(orbits_3j) == len(table_3j) == count_3j(M)
assert {address_3j(R) for R in orbits_3j} == set(range(len(table_3j)))
worst_3j = max(abs(lookup_3j(R) - reference[R]) for R in squares)
assert worst_3j < TOL

# ---------- 6j: loop expansion of the Gaussian determinant ----------
triads = [(0, 1, 2), (0, 4, 5), (3, 1, 5), (3, 4, 2)]
m_signs = [(-1, -1, -1), (1, -1, 1), (1, 1, -1), (-1, 1, 1)]
random.seed(3)
for _ in range(4):
    u = {(v, e): random.randint(-9, 9) for v in range(4) for e in triads[v]}
    pos = {ve: n for n, ve in enumerate(u)}
    vertex, edge = sympy.zeros(12, 12), sympy.zeros(12, 12)
    ends = {}
    for v, triad in enumerate(triads):
        for i in range(3):
            p, q = pos[v, triad[(i+1) % 3]], pos[v, triad[(i+2) % 3]]
            vertex[p, q], vertex[q, p] = u[v, triad[i]], -u[v, triad[i]]
            ends[triad[i], m_signs[v][i]] = pos[v, triad[i]]
    for e in range(6):
        edge[ends[e, 1], ends[e, -1]] = 1
        edge[ends[e, -1], ends[e, 1]] = -1
    loops = 0
    for w in range(4):                          # triangle avoiding vertex w
        loops += prod(u[v, (set(triads[v]) & set(triads[w])).pop()]
                      for v in range(4) if v != w)
    for e in range(3):                          # quadrilateral avoiding e,e+3
        loops += prod(u[v, e if e in triads[v] else e + 3] for v in range(4))
    assert (sympy.eye(12) + edge * vertex).det() == (1 + loops) ** 2


# ---------- compact 6j table ----------
def sums_TQ(t):
    T = [sum(t[i] for i in triad) // 2 for triad in triads]
    Q = [(sum(t) - t[e] - t[e + 3]) // 2 for e in range(3)]
    return T, Q


def spins_from(T, Q):
    A, B, C, D = T
    return (A+B-Q[0], A+C-Q[1], A+D-Q[2], C+D-Q[0], B+D-Q[1], B+C-Q[2])


def racah_6j(T, Q):
    total = Fraction(0)
    for t in range(max(T), min(Q) + 1):
        total += Fraction((-1) ** t * factorial(t + 1),
                          prod(factorial(t - x) for x in T)
                          * prod(factorial(y - t) for y in Q))
    ratio = Fraction(prod(factorial(y - x) for x in T for y in Q),
                     prod(factorial(x + 1) for x in T))
    return sqrt(ratio) * float(total)


def key_6j(t):
    T, Q = sums_TQ(t)
    T, Q = sorted(T, reverse=True), sorted(Q)
    return tuple(Q[0] - x for x in T) + (Q[1] - T[3], Q[2] - T[3])


def TQ_from_key(c):
    first = c[0] + c[1] + c[2] - c[3] + c[4] + c[5]
    return ([first - x for x in c[:4]],
            [first, first + c[4] - c[3], first + c[5] - c[3]])


def address_6j(c):
    return sum(comb(x + i, i + 1) for i, x in enumerate(c))


keys = list(combinations_with_replacement(range(M + 1), 6))
assert sorted(map(address_6j, keys)) == list(range(comb(M + 6, 6)))
table_6j = [0.0] * len(keys)
for c in keys:
    table_6j[address_6j(c)] = racah_6j(*TQ_from_key(c))


def lookup_6j(t):
    return table_6j[address_6j(key_6j(t))]


# The 144 symmetries on reference values; orbits disjoint and complete
M_TEST = 3
raw_6j, tested, worst_6j = 0, set(), 0.0
for c in keys:
    T, Q = TQ_from_key(c)
    orbit = {spins_from(p, q) for p in set(permutations(T))
             for q in set(permutations(Q))}
    raw_6j += len(orbit)
    if c[5] <= M_TEST:
        assert not orbit & tested
        tested |= orbit
        values = [six_j_def(t) for t in orbit]
        assert max(values) - min(values) < TOL
        for t, value in zip(orbit, values):
            worst_6j = max(worst_6j, abs(lookup_6j(t) - value))
assert worst_6j < TOL


def is_triad(a, b, c):
    return (a + b + c) % 2 == 0 and abs(a - b) <= c <= a + b


admissible = set()
for t in product(range(2 * M_TEST + 1), repeat=6):
    if all(is_triad(*(t[i] for i in triad)) for triad in triads):
        T, Q = sums_TQ(t)
        if max(Q) - min(T) <= M_TEST:
            admissible.add(t)
assert admissible == tested

# ---------- worked example ----------
print(f"largest cell M in tables: {M}")
print(f"3j: symbols covered {len(squares)}, stored {len(table_3j)}")
print(f"6j: symbols covered {raw_6j}, stored {len(table_6j)}")
print(f"entries needed for M=20: 3j {count_3j(20)}, 6j {comb(26, 6)}")
print(f"6j symbols in the 144-fold test (M={M_TEST}): {len(tested)}")
print(f"largest table error: 3j {worst_3j:.0e}, 6j {worst_6j:.0e}")

generic = (0, 3, 5, 4, 2, 2, 4, 3, 1)
orbit = {image(generic, op) for op, _ in operations}
classes = sorted({min(image(R, op) for op, _ in classical) for R in orbit})
assert len(orbit) == 72 and len(classes) == 6
print(f"3j example {show_3j(generic)}: J={sum(generic[:3])}, "
      f"distinct squares {len(orbit)}")
print("square rows:", generic[:3], generic[3:6], generic[6:])
print("its six classically unrelated forms and values:")
for R in classes:
    assert abs(three_j_def(R) - three_j_def(generic)) < TOL
    print(f"  {show_3j(R)} = {three_j_def(R):.8f}")

T, Q = TQ_from_key((0, 1, 2, 3, 4, 5))
orbit = {spins_from(p, q) for p in permutations(T) for q in permutations(Q)}
assert len(orbit) == 144
print(f"6j example: T={T}, Q={Q}, distinct symbols {len(orbit)}")
print("its six classically unrelated forms and values:")
for q in permutations(Q):
    t = spins_from(T, q)
    assert abs(six_j_def(t) - racah_6j(T, Q)) < TOL
    print("  {" + " ".join(map(half, t[:3])) + "; "
          + " ".join(map(half, t[3:])) + "} = " + f"{six_j_def(t):.8f}")

zero = (4, 3, 2, 4, 3, 2, 1, 3, 5)
assert sum(zero[:3]) % 2 == 1 and abs(three_j_def(zero)) < TOL
assert any(odd and image(zero, op) == zero for op, odd in operations)
assert not any(odd and image(zero, op) == zero for op, odd in classical)
print(f"non-classical forced zero: {show_3j(zero)}, J={sum(zero[:3])}, "
      f"|value| = {abs(three_j_def(zero)):.0e}")

# d^2 term energies from the tables
slater = {0: 15.0, 2: 9.0, 4: 6.0}              # model values in eV
print("model Slater integrals (eV):",
      ", ".join(f"F{k}={F:.1f}" for k, F in slater.items()))
weight = {}
for k in slater:
    R = (k, 4 - k, k, 2, k, 2, 2, k, 2)         # (2 k 2; 0 0 0)
    value = lookup_3j(R)
    weight[k] = 25 * value ** 2
    print(f"{show_3j(R)}: address {address_3j(R)}, value {value:.8f}")
energy, used = {}, set()
for L, name in enumerate(["1S", "3P", "1D", "3F", "1G"]):
    f = {}
    for k in slater:
        t = (4, 4, 2 * k, 4, 4, 2 * L)
        used.add(address_6j(key_6j(t)))
        f[k] = (-1) ** L * weight[k] * lookup_6j(t)
    energy[L] = sum(slater[k] * f[k] for k in slater)
    print(f"{name}: f0={f[0]:.6f} f2={f[2]:.6f} f4={f[4]:.6f} "
          f"E={energy[L]:.4f} eV")
print(f"15 6j symbols read from {len(used)} table entries")
t = (4, 4, 4, 4, 4, 6)
print(f"{{2 2 2; 2 2 3}}: T={sums_TQ(t)[0]}, Q={sums_TQ(t)[1]}")
print(f"  key {key_6j(t)}, address {address_6j(key_6j(t))}, "
      f"value {lookup_6j(t):.8f}")

# Independent check: real d orbitals, quadrature, 25-dimensional pair space
nodes, weights = np.polynomial.legendre.leggauss(8)
angles = 2 * np.pi * np.arange(12) / 12
z = np.repeat(nodes, 12)
w = np.repeat(weights, 12) * 2 * np.pi / 12
x = np.sqrt(1 - z**2) * np.tile(np.cos(angles), 8)
y = np.sqrt(1 - z**2) * np.tile(np.sin(angles), 8)
d = np.sqrt(15 / (4 * np.pi)) * np.array(
    [x*y, y*z, z*x, (x*x - y*y) / 2, (3*z*z - 1) / (2 * np.sqrt(3))])
assert np.allclose((d * w) @ d.T, np.eye(5), atol=1e-12)
cosine = np.clip(np.outer(x, x) + np.outer(y, y) + np.outer(z, z), -1, 1)
kernel = sum(F * eval_legendre(k, cosine) for k, F in slater.items())
pairs = (d[:, None, :] * d[None, :, :] * w).reshape(25, -1)
coulomb = (pairs @ kernel @ pairs.T).reshape(5, 5, 5, 5)
H = coulomb.transpose(0, 2, 1, 3).reshape(25, 25)
swap = np.einsum("ad,cb->acbd", np.eye(5), np.eye(5)).reshape(25, 25)
# the added exchange term labels orbital symmetry: + for singlet, - for triplet
found = np.linalg.eigvalsh(H + 100 * swap)
expected = sorted(energy[L] + 100 * (-1) ** L
                  for L in energy for _ in range(2 * L + 1))
deviation = np.max(np.abs(found - expected))
assert deviation < 1e-9
print(f"largest deviation from pair diagonalization: {deviation:.0e} eV")
lowest = min(energy, key=energy.get)
print(f"lowest term: L={lowest}, E={energy[lowest]:.4f} eV")
print("OK")
```

Output:

```
largest cell M in tables: 4
3j: symbols covered 1001, stored 70
6j: symbols covered 3445, stored 210
entries needed for M=20: 3j 26818, 6j 230230
6j symbols in the 144-fold test (M=3): 952
largest table error: 3j 1e-15, 6j 3e-16
3j example (4 5/2 3/2; 0 -1/2 1/2): J=8, distinct squares 72
square rows: (0, 3, 5) (4, 2, 2) (4, 3, 1)
its six classically unrelated forms and values:
  (4 5/2 3/2; 0 -1/2 1/2) = -0.21821789
  (4 2 2; -1 0 1) = -0.21821789
  (7/2 3 3/2; -1/2 -1 3/2) = -0.21821789
  (7/2 5/2 2; -3/2 -1/2 2) = -0.21821789
  (3 3 2; -2 0 2) = -0.21821789
  (3 5/2 5/2; -1 -3/2 5/2) = -0.21821789
6j example: T=[9, 8, 7, 6], Q=[9, 10, 11], distinct symbols 144
its six classically unrelated forms and values:
  {4 3 2; 2 2 2} = -0.10101525
  {4 5/2 5/2; 2 3/2 5/2} = -0.10101525
  {7/2 7/2 2; 3/2 5/2 2} = -0.10101525
  {7/2 5/2 3; 3/2 3/2 3} = -0.10101525
  {3 7/2 5/2; 1 5/2 5/2} = -0.10101525
  {3 3 3; 1 2 3} = -0.10101525
non-classical forced zero: (5/2 3 7/2; 3/2 0 -3/2), J=9, |value| = 1e-17
model Slater integrals (eV): F0=15.0, F2=9.0, F4=6.0
(2 0 2; 0 0 0): address 45, value 0.44721360
(2 2 2; 0 0 0): address 12, value -0.23904572
(2 4 2; 0 0 0): address 50, value 0.23904572
1S: f0=1.000000 f2=0.285714 f4=0.285714 E=19.2857 eV
3P: f0=1.000000 f2=0.142857 f4=-0.190476 E=15.1429 eV
1D: f0=1.000000 f2=-0.061224 f4=0.081633 E=14.9388 eV
3F: f0=1.000000 f2=-0.163265 f4=-0.020408 E=13.4082 eV
1G: f0=1.000000 f2=0.081633 f4=0.002268 E=15.7483 eV
15 6j symbols read from 12 table entries
{2 2 2; 2 2 3}: T=[6, 7, 7, 6], Q=[9, 9, 8]
  key (1, 1, 2, 2, 3, 3), address 60, value 0.11428571
largest deviation from pair diagonalization: 2e-13 eV
lowest term: L=3, E=13.4082 eV
OK
```
